# Why truncated bands give an insulator a false Drude response

**Q.** I computed the susceptibility of an insulating chain from its bands and momentum matrix elements. Near 1 eV the result looks sensible, but towards low photon energy it plunges to large negative values, as in a metal. What formula am I using?

**A.** Take independent electrons of charge $-e$ in a local periodic potential $V(x)$, with one filled band $v$, two electrons per cell, separated by a gap from the empty bands $c$. The field is uniform and is described by a vector potential, $\mathcal E=-dA/dt$. Since a uniform $A$ commutes with $p$,

$$H=\frac{(p+eA)^2}{2m}+V=H_0+\frac em A\,p+\frac{e^2A^2}{2m}.$$

The velocity is $(p+eA)/m$, so with $n$ electrons per volume the current density is

$$j=-\frac{ne}{m}\big(\langle p\rangle+eA\big),$$

where $\langle p\rangle$ is the mean momentum per electron. The term in $eA$ is the diamagnetic current.

To find $\langle p\rangle$ to first order, let $b_c$ be the amplitude of band $c$ relative to that of band $v$, and let $\Delta_c=E_c-E_v$ at the same $k$. Then

$$i\hbar\dot b_c=\Delta_c b_c+\frac em p_{cv}A(t),\qquad A(t)=\tfrac12\left(A e^{-i\omega t}+A^*e^{i\omega t}\right).$$

For a field switched on slowly, below the gap, insert $b_c=b_+e^{-i\omega t}+b_-e^{i\omega t}$ and match exponentials:

$$b_+=-\frac{e}{2m}\frac{p_{cv}A}{\Delta_c-\hbar\omega},\qquad b_-=-\frac{e}{2m}\frac{p_{cv}A^*}{\Delta_c+\hbar\omega}.$$

The momentum changes by $\sum_c(p_{vc}b_c+\text{c.c.})$. Its part in $e^{-i\omega t}$ is $\sum_c(p_{vc}b_++p_{vc}^*b_-^*)$. The two fractions add to $2\Delta_c/(\Delta_c^2-\hbar^2\omega^2)$, and the factor ½ belongs to the definition of the amplitude, so

$$\langle p\rangle_\omega=-\frac em A\left\langle\sum_c|p_{cv}|^2\frac{2\Delta_c}{\Delta_c^2-\hbar^2\omega^2}\right\rangle_k .$$

The unperturbed momenta $p_{vv}$ cancel between $k$ and $-k$. Write $p=\hbar\kappa$ and keep the lowest $N$ bands:

$$j=-\frac{ne^2}{m}A\,F_N(\omega),\qquad F_N=1-\frac{\hbar^2}{m}\left\langle\sum_{c\le N}|\kappa_{cv}|^2\frac{2\Delta_c}{\Delta_c^2-\hbar^2\omega^2}\right\rangle_k .$$

Finally, $j=dP/dt$ gives $P=j/(-i\omega)$, and $\mathcal E=i\omega A$ gives $A=\mathcal E/(i\omega)$. Since $(-i)(i)=1$, the relation $P=\varepsilon_0\chi\mathcal E$ becomes

$$\chi_V(\omega)=-\frac{\omega_p^2}{\omega^2}F_N(\omega),\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0 m}.$$

A finite low-frequency limit therefore requires $F_N(0)=0$: the interband term must cancel the diamagnetic 1.

**Q.** Why should a sum over matrix elements equal 1?

**A.** Because a filled band has no average curvature. The periodic parts of the Bloch states are eigenstates of $H(k)=(p+\hbar k)^2/2m+V$, and

$$H(k+q)=H(k)+\frac{\hbar q}{m}(p+\hbar k)+\frac{\hbar^2q^2}{2m}.$$

Between periodic parts, $p+\hbar k$ has the matrix elements $\hbar\kappa_{nv}$. Second-order perturbation theory in $q$ gives

$$E_v(k+q)=E_v+\frac{\hbar^2q}{m}\kappa_{vv}+\frac{\hbar^2q^2}{2m}-\left(\frac{\hbar^2q}{m}\right)^2\sum_{n\ne v}\frac{|\kappa_{nv}|^2}{E_n-E_v}+\dots$$

The coefficient of $q^2$ is $E_v''/2$. Multiplying it by $2m/\hbar^2$,

$$\frac{m}{\hbar^2}E_v''=1-\frac{2\hbar^2}{m}\sum_{n\ne v}\frac{|\kappa_{nv}|^2}{E_n-E_v}.$$

The zone integral of $E_v''$ is the difference of $E_v'$ at the two zone edges, which vanishes because $E_v$ is periodic and smooth. With one filled band, every $n\neq v$ is empty, and the averaged right side is $F(0)$ with all bands. Hence $F(0)=0$.

If you keep only $N$ bands, part of the sum is missing:

$$F_N(0)=\eta_N=\left\langle\sum_{c>N}f_c\right\rangle_k,\qquad f_c=\frac{2\hbar^2|\kappa_{cv}|^2}{m\Delta_c}\ge0 .$$

The number $f_c$ is an oscillator strength. The diamagnetic 1 counts the strength of all transitions, while your interband sum counts that of the retained ones.

**Q.** Does the rest of the susceptibility survive the truncation?

**A.** Yes, very nearly. Over a common denominator one verifies

$$\frac{2\Delta}{\Delta^2-\hbar^2\omega^2}=\frac2\Delta+\frac{2\hbar^2\omega^2}{\Delta(\Delta^2-\hbar^2\omega^2)}.$$

The first part, together with the 1, makes $\eta_N$. In the second part $\omega^2$ cancels the prefactor:

$$\chi_V=-\eta_N\frac{\omega_p^2}{\omega^2}+\chi_{L,N},\qquad \chi_{L,N}=\hbar^2\omega_p^2\left\langle\sum_{c\le N}\frac{f_c}{\Delta_c^2-\hbar^2\omega^2}\right\rangle_k .$$

The last term is the length-gauge result. For a local potential $[x,H_0]=i\hbar p/m$, so $x_{cv}=-i\hbar p_{cv}/(m\Delta_c)$ and $f_c=2m\Delta_c|x_{cv}|^2/\hbar^2$. Substitution gives

$$\chi_{L,N}=\frac{ne^2}{\varepsilon_0}\left\langle\sum_{c\le N}|x_{cv}|^2\frac{2\Delta_c}{\Delta_c^2-\hbar^2\omega^2}\right\rangle_k .$$

This is what the first calculation yields if the perturbation $(e/m)Ap$ is replaced by $e\mathcal E x$ and the polarization is $-ne\langle x\rangle$.

At low frequency a missing band costs $\chi_L$ an amount $\hbar^2\omega_p^2f_c/\Delta_c^2$, but costs $\chi_V$ about $\omega_p^2f_c/\omega^2$. The second error is larger by $(\Delta_c/\hbar\omega)^2$.

At photon energies far above all transitions of appreciable strength, the omitted ones included, the roles reverse. There $F_N\to1$, so $\chi_V\to-\omega_p^2/\omega^2$, the free-electron value, whereas the truncated length gauge gives $-(1-\eta_N)\omega_p^2/\omega^2$.

**Q.** I follow the algebra, but gauges should be equivalent. What has gone wrong physically?

**A.** A static, uniform $A$ produces no electric field. It changes $\hbar k$ into $\hbar k+eA$, and a filled band's total energy is unaffected because all $k$ are occupied anyway. But the shifted Bloch state must be built from states at the old $k$, and that generally takes all bands. With $N$ bands the basis cannot follow the shift.

By the same second-order formula, the linear term averages to zero and the energy per electron rises by

$$\delta\bar E=\eta_N\frac{e^2A^2}{2m}.$$

The sign also follows from the variational principle: the lowest energy in the restricted space cannot lie below the true energy $E_v(k+eA/\hbar)$, whose average has not changed.

The current is then $-\eta_N(ne^2/m)A$, so $dj/dt=\eta_N(ne^2/m)\mathcal E$. The truncated insulator accelerates like a metal in which a fraction $\eta_N$ of the electrons is free.

If a small band model is instead defined by a smooth matrix $H_N(k)$, periodic in $k$ up to a fixed unitary change of basis, and the field enters by $k\to k+eA/\hbar$ throughout, the filled-band energy stays constant for any $N$. In $F$, the free-electron 1 is then replaced by $m/\hbar^2$ times the zone-averaged expectation value of $\partial^2H_N/\partial k^2$, and the interband matrix elements of $\hbar p/m$ by those of $\partial H_N/\partial k$. This guarantees $F(0)=0$ but not the value of $\chi$, which depends on the orbital positions built into the phases of $H_N(k)$; the last answer gives an example.

**Q.** How many bands does a concrete case need?

**A.** Take $V=2V_1\cos Gx+2V_2\cos2Gx$, with $V_1=-0.85$ eV, $V_2=3.0$ eV, $G=2\pi/a$ and $a=0.25$ nm. With 0.16 nm² per chain, $n=2/(0.25\times0.16)=50$ nm⁻³, so $(\hbar\omega_p)^2=68.94$ eV². The gap is 1.49 eV. A basis of 21 plane waves gives 21 bands, which serve as the complete set; their $|\eta|$ is $2.5\times10^{-14}$. With the $k$ mesh held at 1200 points:

| $N$ | $\eta_N$ | $\chi_V$ at 1.0 eV | $\chi_V$ at 0.1 eV |
|---|---|---|---|
| 2 | $1.30\times10^{-2}$ | 31.9 | −68.8 |
| 4 | $2.07\times10^{-3}$ | 32.7 | 6.3 |
| 5 | $3.0\times10^{-5}$ | 32.8 | 20.4 |
| 21 | $<10^{-8}$ | 32.8 | 20.6 |

For two bands at 0.1 eV, the false term is $-0.01296\times68.94/0.1^2=-89.3$. Adding $\chi_{L,2}=20.6$ gives −68.7; unrounded inputs give −68.8. The false and regular terms have equal size near

$$\hbar\omega_x=\hbar\omega_p\sqrt{\eta_N/\chi_{L,N}(0)}=\sqrt{68.94\times0.01296/20.54}\ \text{eV}=0.21\ \text{eV}.$$

This is why your result looked sensible at 1 eV, where the two-band error is under 3% of the 21-band value. A 1% error at 0.1 eV allows $\eta\approx3\times10^{-5}$, which is about what five bands leave. More bands only move the trouble to lower frequency unless $\eta_N$ vanishes.

The static $\chi_L$ changes only from 20.5360 to 20.5363 between two bands and 21. Dividing the lost strength by the unrounded change, $\sqrt{68.94\times0.01296/0.000216}$ eV, gives a typical energy of about 64 eV for the omitted transitions. Such remote bands hardly polarize the chain, yet they are needed for the cancellation.

**Q.** What independent evidence supports these formulas?

**A.** Diagonalizing the truncated Hamiltonian in a static $A$ tests the energy argument. In units of $\hbar^2/m$, the energy curvature with respect to $eA/\hbar$ is 0.01296, 0.01243 and 0.00207 for two, three and four bands, in agreement with $\eta_N$.

Propagating three bands in time under an oscillating $A$ at 0.6 eV, on 40 $k$ points, gives $F_3=-0.1062$; the formula gives the same to four decimals. The response to a slowly varying scalar potential, computed from Bloch-state overlaps without momentum matrix elements, gives a static susceptibility of 20.536, equal to $\chi_L$ with all bands.

**Q.** Can the divergence appear with plenty of empty bands?

**A.** Yes, in at least two ways. First, suppose the two lowest bands are filled, but you drop the lower one and count only the electrons of the upper one. The curvature rule for band 2 contains a negative strength from band 1, since $E_1-E_2<0$. Without it,

$$F(0)=-\left\langle\frac{2\hbar^2|\kappa_{12}|^2}{m(E_2-E_1)}\right\rangle_k=-(1-\eta_2)=-0.987 .$$

Here $1-\eta_2$ is the strength of the transition from band 1 to band 2, read in reverse. The susceptibility now diverges to $+\infty$. When all filled bands are kept, the terms between them cancel in pairs and the sign returns to $\eta_N\ge0$.

Second, on a finite $k$ mesh $F(0)$ with all bands equals the mesh average of $(m/\hbar^2)E_v''$, which need not vanish. It is 0.61, 0.20 and 0.012 for 8, 16 and 32 points. The last value rivals the two-band truncation error. The hole mass of $0.068\,m$ means a curvature of about $-15$ at the zone edge, concentrated in a narrow region that a coarse mesh samples poorly; these meshes have no point on the edge itself.

**Q.** May I simply subtract the bad term?

**A.** For a clean insulator on a converged $k$ mesh, yes:

$$-\frac{\omega_p^2}{\omega^2}\left[F_N(\omega)-F_N(0)\right]=\chi_{L,N}(\omega)$$

by the split above. With two bands at 0.1 eV this turns −68.8 into 20.6. On a coarse mesh the subtraction removes the divergence but not the sampling error in $\chi_L$: with 16 points it leaves 11.2 instead of 20.6. In a doped or metallic sample, moreover, $F(0)$ contains a real Drude weight, which the subtraction would erase. Here thermal carriers at 300 K contribute a fraction of only $1.4\times10^{-13}$, with the chemical potential at midgap.

The derivation also needs a local potential. If $[x,V]\neq0$, the velocity is no longer $(p+eA)/m$, and both the current and the diamagnetic term must be rederived.

**Q.** Does 20.6 describe a real polymer?

**A.** Not quantitatively. The cell, chain area and gap are in the rough range of trans-polyacetylene, with only its π electrons included and the field along aligned, endless chains. The bandwidth is not: the two lowest bands together span 21 eV, about twice a typical estimate for the π bands, so the carriers are too light and $\chi$ is too large. A two-site tight-binding chain with a total width of 10 eV, the same gap, cell and area, and equally spaced sites gives a static value of 13.8. The spacing matters: the same bands with both orbitals placed at one point of the cell, as in a strictly periodic $H_N(k)$, give 9.1. Local fields, treated in a random-phase approximation with density varying only along the chain, lower the static value from 20.5 to 18.7. The σ electrons would add about 2.8 if eight per cell respond at an assumed 10 eV.

Electron–hole attraction is a serious omission. An effective-mass estimate with assumed screening 3 and radius 0.2 nm gives a binding of about 0.66 eV, 44% of the gap. With the gap held fixed, this would move the first transition from 1.49 to about 0.83 eV, so that the 1.0 eV column of the table would no longer lie below the absorption edge. So large a binding strains the effective-mass estimate itself: with the computed dispersion $E_c(k)-E_v(k)$ in place of the parabola and the same interaction between cells, the binding rises to about 0.76 eV and the first transition falls to about 0.73 eV. I have not computed the resulting change in $\chi$.

Ionic motion is left out, so the tabulated values describe clamped ions. In an ideal trans-polyacetylene chain the two CH groups of a cell are equivalent by inversion, and neutrality then makes the effective charge of a rigid CH group along the chain zero. Moving whole CH groups against each other therefore adds nothing to the linear response. Motion of carbon against hydrogen can contribute, but I have not computed it. The ionic figure of 0.29 in the numerical output, for a charge $e$ on a mass of 13 u, is only a scale for a polar lattice and not an estimate for this polymer. Disorder and misaligned chains in real films are also left out. The remaining figures are in the numerical output.

## Numbers as computed

```
cell length 0.25 nm, area per chain 0.16 nm^2
Fourier components V1 = -0.85 eV, V2 = 3.0 eV
hbar^2/m = 0.07620 eV nm^2, e^2/eps0 = 18.0951 eV nm
electron density 50.0 nm^-3
plasma energy 8.303 eV, squared 68.94 eV^2
gap at zone edge 1.487 eV
plane waves = all bands: 21; k points 1200
static chi_L, all bands 20.536; from scalar potential 20.536
|eta| with all bands 2.5e-14
N, eta_N, static chi_L, crossover photon energy (eV):
  2  1.296e-02  20.5360  0.2086
  3  1.243e-02  20.5361  0.2043
  4  2.071e-03  20.5363  0.0834
  5  2.995e-05  20.5363  0.0100
  6  1.678e-07  20.5363  0.0008
  7  1.057e-07  20.5363  0.0006
  8  1.142e-08  20.5363  0.0002
chi_V at photon energies 1.0, 0.3, 0.1, 0.03 eV:
  N= 2       31.942       11.298      -68.768     -972.552
  N= 3       31.978       11.706      -65.103     -931.835
  N= 4       32.693       19.643        6.336     -138.069
  N= 5       32.834       21.207       20.404       18.249
  N= 6       32.836       21.229       20.610       20.530
  N=21       32.836       21.230       20.611       20.543
chi_L, N=2, same energies: 32.836 21.229 20.611 20.543
N=2 at 0.1 eV after subtraction of eta: chi = 20.611
wavelength at 0.1 eV: 12.40 um
eta allowed for 1% error at 0.1 eV: 2.98e-05
static-A energy curvature / (hbar^2/m), N=2: 0.01296
static-A energy curvature / (hbar^2/m), N=3: 0.01243
static-A energy curvature / (hbar^2/m), N=4: 0.00207
F_3 at 0.6 eV, 40 k points: time propagation -0.10616, formula -0.10622
second band filled, first dropped: F(0) = -0.9870
all bands, 8 k points: F(0) = 6.082e-01
all bands, 16 k points: F(0) = 1.978e-01
all bands, 32 k points: F(0) = 1.209e-02
Neglected effects:
  static chi with local fields (planar RPA) 18.742
  edge masses: hole 0.0676, electron 0.0598 m_e
  exciton binding 0.655 eV (screening 3.0, radius 0.2 nm)
  thermal Drude fraction at 300 K 1.4e-13
  sigma electrons: chi about 2.8 (8 per cell, 10 eV)
  ions: chi about 0.29 (charge e, 13 u, 0.1 eV)
```
